# Attraction of a ground-state atom to a perfectly conducting wall

**Q:** A neutral atom in a spherical ground state has no average dipole. A conducting wall answers charges and dipoles with images, so here the average image vanishes. Why should there be any force?

**A:** The energy of a dipole with its own image is quadratic in the dipole, and the average of a square need not vanish. Take a dipole $\mathbf D$ at height $z$ above a perfect conductor. Its image at height $-z$ is $\mathbf D'=(-D_x,-D_y,D_z)$. For two dipoles a distance $R=2z$ apart along the normal, the interaction is

$$\frac{\mathbf D\cdot\mathbf D'-3D_zD'_z}{R^3}=\frac{-D_x^2-D_y^2+D_z^2-3D_z^2}{8z^3}=-\frac{D_\parallel^2+2D_z^2}{8z^3},$$

with $D_\parallel^2=D_x^2+D_y^2$. The image is induced and there is no field inside the conductor, so the energy is half of this:

$$V_{\rm im}=-\frac{D_\parallel^2+2D_z^2}{16z^3}.$$

I use atomic units with Gaussian fields: $\hbar=e=m=1$ and $c=137.036$. Polarizabilities are then volumes. The height $z$ is large compared with the atom.

In a spherical state each component has $\langle D_i^2\rangle=\langle D^2\rangle/3$, so

$$\langle V_{\rm im}\rangle=-\frac{1}{16z^3}\left(\frac23+\frac23\right)\langle D^2\rangle=-\frac{\langle D^2\rangle}{12z^3}.$$

Here $\mathbf D=-\sum_j\mathbf r_j$ is the total electronic dipole measured from the nucleus. With several electrons, $\langle D^2\rangle$ contains the cross terms $\langle\mathbf r_i\cdot\mathbf r_j\rangle$ as well as the $\langle r_j^2\rangle$.

**Q:** That image follows the dipole instantly. Light needs a time $2z/c$ to reach the wall and return. If I now add the quantized field, do I keep $V_{\rm im}$, or would I count the attraction twice?

**A:** The Hamiltonian settles it. In Coulomb gauge, with the nucleus fixed, spin ignored and the vector potential $\mathbf A$ taken at the nucleus,

$$H=\sum_j\frac{(\mathbf p_j+\mathbf A/c)^2}{2}+V_{\rm atom}+V_{\rm im}+\sum_\lambda\omega_\lambda a_\lambda^\dagger a_\lambda .$$

Write the fields in modes that satisfy the wall's boundary condition:

$$\mathbf A=\sum_\lambda\frac{c}{\omega_\lambda}(\mathbf E_\lambda a_\lambda+\mathbf E_\lambda^*a_\lambda^\dagger),\qquad \mathbf E=i\sum_\lambda(\mathbf E_\lambda a_\lambda-\mathbf E_\lambda^*a_\lambda^\dagger).$$

Transform with $T=\exp(-i\mathbf D\cdot\mathbf A/c)$. Since $-\mathbf D\cdot\mathbf A=\sum_j\mathbf r_j\cdot\mathbf A$, one has $T\mathbf p_jT^{-1}=\mathbf p_j-\mathbf A/c$, and the vector potential leaves the kinetic energy. The commutator $[a_\lambda^\dagger,a_\lambda]=-1$ gives

$$Ta_\lambda T^{-1}=a_\lambda+\frac{i}{\omega_\lambda}\mathbf D\cdot\mathbf E_\lambda^* .$$

Inserting this and its adjoint in $\omega_\lambda a_\lambda^\dagger a_\lambda$ and multiplying out,

$$H'=H_{\rm atom}+\sum_\lambda\omega_\lambda a_\lambda^\dagger a_\lambda-\mathbf D\cdot\mathbf E+V_{\rm im}+\sum_\lambda\frac{|\mathbf D\cdot\mathbf E_\lambda|^2}{\omega_\lambda}.$$

The last term is new, and it depends on $z$ through the modes. Whether it cancels $V_{\rm im}$ has to be calculated.

**Q:** Then I want the modes, with their normalization.

**A:** Let $q$ be the wave number along the wall, $p>0$ the one along the normal, and $k^2=q^2+p^2=\omega^2/c^2$. The tangential electric field must vanish at $z=0$. With $\hat{\mathbf q}$ along the parallel wave vector and $\hat{\mathbf s}$ perpendicular to it within the wall plane, the two polarizations are

$$\mathbf E_{\rm TE}=N\hat{\mathbf s}\sin(pz)\,e^{i\mathbf q\cdot\boldsymbol\rho},$$
$$\mathbf E_{\rm TM}=N\left[\hat{\mathbf z}\frac qk\cos(pz)-i\hat{\mathbf q}\frac pk\sin(pz)\right]e^{i\mathbf q\cdot\boldsymbol\rho}.$$

The TM divergence is proportional to $-(qp/k)\sin pz+(qp/k)\sin pz=0$, as required.

The electric half of a mode's zero-point energy is $\omega/4=\int|\mathbf E_\lambda|^2d^3r/8\pi$, so $\int|\mathbf E_\lambda|^2d^3r=2\pi\omega$. In a box of wall area $\mathcal A$ and length $L$, the squared sines and cosines average to one half. Hence $N^2\mathcal AL/2=2\pi\omega$, or $N^2=4\pi\omega/(\mathcal AL)$.

The mode sum is $\mathcal AL/(4\pi^3)$ times an integral over the half-space $p>0$. With $u=p/k$ and $d^3k=2\pi k^2\,dk\,du$, the prefactor becomes

$$\frac{4\pi\omega}{4\pi^3}\,2\pi k^2\,dk=\frac{2\omega^3}{\pi c^3}\,d\omega .$$

It multiplies these integrals for the normal component and for each parallel component:

$$A_\perp=\int_0^1(1-u^2)\cos^2(kzu)\,du,\qquad A_\parallel=\frac12\int_0^1(1+u^2)\sin^2(kzu)\,du .$$

The factor $\frac12$ shares the parallel field between two directions. Products of different components vanish on averaging over the direction of $\mathbf q$.

Far from the wall, both integrals tend to $1/3$. That part belongs to the free atom and does not depend on $z$. Using $\cos^2\phi=(1+\cos2\phi)/2$ and $\sin^2\phi=(1-\cos2\phi)/2$, the remainders of the field strengths are

$$S_\perp=\frac{k^3}{\pi}\int_0^1(1-u^2)\cos(2kzu)\,du,\qquad S_\parallel=-\frac{k^3}{2\pi}\int_0^1(1+u^2)\cos(2kzu)\,du .$$

**Q:** Now the cancellation. The sum $\sum_\lambda|\mathbf D\cdot\mathbf E_\lambda|^2/\omega_\lambda$ has a high-frequency integral that does not converge by itself.

**A:** Insert $e^{-\delta k}$ and let the length $\delta$ go to zero at fixed $z$. Since $k^3d\omega/\omega=k^2dk$, we need

$$K_m=\int_0^1du\,u^m\int_0^\infty dk\,k^2\cos(2kzu)e^{-\delta k},\qquad m=0,2.$$

Let $b=2zu$ and $G(b)=\int_0^\infty\cos(bk)e^{-\delta k}dk=\delta/(\delta^2+b^2)$. The inner integral is $-G''(b)$. For $m=0$,

$$K_0=-\frac1{2z}\left[G'(2z)-G'(0)\right]\to0,$$

because $G'(0)=0$ and $G'(2z)\to0$. For $m=2$, two integrations by parts give

$$K_2=-\frac1{8z^3}\left[b^2G'-2bG\right]_0^{2z}-\frac{2}{8z^3}\int_0^{2z}G\,db\to-\frac{\pi}{8z^3},$$

since the boundary terms vanish with $\delta$ and $\int_0^{2z}G\,db=\arctan(2z/\delta)\to\pi/2$. Therefore

$$\int_0^\infty\frac{S_\perp}{\omega}d\omega=\frac{K_0-K_2}{\pi}=\frac1{8z^3},\qquad
\int_0^\infty\frac{S_\parallel}{\omega}d\omega=-\frac{K_0+K_2}{2\pi}=\frac1{16z^3}.$$

The position-dependent part of the new term is $(D_\parallel^2+2D_z^2)/(16z^3)=-V_{\rm im}$. The two cancel as operators, so in this form of the Hamiltonian the coupling $-\mathbf D\cdot\mathbf E$ carries the whole wall interaction. Numerically, a unit dipole at $z=1$ a.u. has a transverse term of 0.12500 a.u. for the normal direction and 0.06250 a.u. for a parallel one. For comparison, take opposite unit charges 0.02 a.u. apart. Their electrostatic energies with the images, divided by the squared dipole moment $0.02^2$ to scale them to a unit dipole, are $-0.12501$ and $-0.06250$ a.u.

**Q:** You have cancelled the very attraction you started from. How does it come back?

**A:** Through the second-order energy of $-\mathbf D\cdot\mathbf E$. Its first-order energy is zero, because the field vacuum has no mean field. In second order the atom goes to a state $n$, with excitation energy $\omega_n$, while one photon is created. The spherical average replaces $D_iD_j$ by $\delta_{ij}|\mathbf D_{n0}|^2/3$ after summing over degenerate sublevels. Thus

$$U(z)=-\frac13\sum_n|\mathbf D_{n0}|^2\int_0^\infty d\omega\,\frac{S(\omega,z)}{\omega_n+\omega},$$

where

$$S=S_\perp+2S_\parallel=-\frac{2k^3}{\pi}\int_0^1u^2\cos(2kzu)\,du .$$

If all important field frequencies are far above $\omega_n$, the denominator becomes $\omega$. The integral is then $\frac18z^{-3}+2\cdot\frac1{16}z^{-3}=\frac14z^{-3}$, and closure, $\sum_n|\mathbf D_{n0}|^2=\langle D^2\rangle$, returns $-\langle D^2\rangle/(12z^3)$. The image attraction has reappeared with the same coefficient.

**Q:** And when the frequencies are not far above $\omega_n$? An oscillating integrand that grows with frequency does not tell me much.

**A:** It can be moved to imaginary frequency, where it decays. With $a=2kz$,

$$\int_0^1u^2\cos(au)\,du=\frac{\sin a}{a}+\frac{2\cos a}{a^2}-\frac{2\sin a}{a^3}.$$

Multiplying by $-2k^3/\pi$ gives

$$S=\frac1\pi\left[\frac{\sin2kz}{2z^3}-\frac{k\cos2kz}{z^2}-\frac{k^2\sin2kz}{z}\right]=\frac1\pi\,{\rm Im}\,g,$$
$$g(\omega)=\frac{e^{2ikz}}{2z^3}\left(1-2ikz-2k^2z^2\right).$$

With the same cutoff $e^{-\delta k}$, the integrand vanishes on a large arc in the first quadrant of complex $\omega$. The pole at $\omega=-\omega_n$ lies outside, because all $\omega_n$ are positive for a ground state. We may therefore set $\omega=i\xi$ and then remove the cutoff. With $x=\xi z/c$ we have $-2ikz=2x$ and $-2k^2z^2=2x^2$, so $g$ becomes real:

$$g(i\xi)=\frac{f(x)}{2z^3},\qquad f(x)=e^{-2x}(1+2x+2x^2).$$

The remaining factor is ${\rm Im}[i/(\omega_n+i\xi)]=\omega_n/(\omega_n^2+\xi^2)$. The polarizability at imaginary frequency is

$$\alpha(i\xi)=\frac23\sum_n\frac{\omega_n|\mathbf D_{n0}|^2}{\omega_n^2+\xi^2},$$

so the sum over states equals $\frac32\alpha(i\xi)$. Collecting factors, $-\frac13\cdot\frac1\pi\cdot\frac1{2z^3}\cdot\frac32=-\frac1{4\pi z^3}$, and

$$U(z)=-\frac1{4\pi z^3}\int_0^\infty d\xi\,\alpha(i\xi)\,f(\xi z/c).$$

This holds to second order in the dipole coupling, at zero temperature. As a test of the rotation, the real-frequency mode sum for hydrogen at 145.03 angstrom gives $-1.933355\times10^{-7}$ eV, and this formula gives $-1.933356\times10^{-7}$ eV.

**Q:** Show me that the short-distance law is contained in it, and how soon retardation spoils that law.

**A:** When $z\ll c/\omega_n$ for the important transitions, $f\approx1$ wherever $\alpha(i\xi)$ is appreciable. Each state contributes $\int_0^\infty\omega_n\,d\xi/(\omega_n^2+\xi^2)=\pi/2$, so

$$\int_0^\infty\alpha(i\xi)\,d\xi=\frac\pi3\langle D^2\rangle,\qquad U\to-\frac{C_3}{z^3},\qquad C_3=\frac{\langle D^2\rangle}{12}.$$

For the first correction, write

$$U+\frac{C_3}{z^3}=\frac1{4\pi z^3}\int_0^\infty\alpha(i\xi)\,[1-f(x)]\,d\xi .$$

Differentiation gives $f'=-4x^2e^{-2x}$, so $1-f$ starts as $\frac43x^3$. The integral therefore comes mainly from $\xi\sim c/z$, far above the transition frequencies, where $\alpha(i\xi)\to\frac23\sum_n\omega_n|\mathbf D_{n0}|^2/\xi^2$.

That sum follows from a commutator. For one component, $2\sum_n\omega_n|(D_z)_{n0}|^2=\langle[D_z,[H_{\rm atom},D_z]]\rangle=N$ for $N$ electrons, because $[H_{\rm atom},D_z]=i\sum_jp_{jz}$. Three components give $\sum_n\omega_n|\mathbf D_{n0}|^2=3N/2$, hence $\alpha(i\xi)\to N/\xi^2$. Then

$$\int_0^\infty\frac{N}{\xi^2}(1-f)\,d\xi=\frac{Nz}{c}\int_0^\infty\frac{1-f}{x^2}dx=\frac{Nz}{c}\int_0^\infty4xe^{-2x}dx=\frac{Nz}{c}.$$

The middle step is an integration by parts whose boundary terms vanish. To this order,

$$U\approx-\frac{C_3}{z^3}+\frac{N}{4\pi cz^2}.$$

The correction is positive: retardation weakens the attraction. Its size relative to the leading term is $Nz/(4\pi cC_3)$, which is linear in distance. Counting all $N$ electrons requires $c/z$ to lie far above every transition frequency, including those of the inner shells. In heavier atoms inner-shell frequencies can exceed $c/z$ even at heights only a few times the size of the atom. Because $\alpha(i\xi)<N/\xi^2$ at every frequency, the formula then overestimates the weakening, and the full integral should be used.

**Q:** At large distance, does the mean squared dipole still set the strength?

**A:** No. When $z\gg c/\omega_n$ for all contributing transitions, $f$ cuts the integral off near $\xi\sim c/z$, well below every transition frequency. The atom then responds with its static polarizability $\alpha(0)$:

$$U\to-\frac{\alpha(0)}{4\pi z^3}\,\frac cz\int_0^\infty e^{-2x}(1+2x+2x^2)\,dx .$$

The three terms of the integral are $\frac12$, $2\cdot\frac14$ and $2\cdot\frac14$, so it equals $\frac32$. Restoring $\hbar$,

$$U\to-\frac{C_4}{z^4},\qquad C_4=\frac{3\alpha(0)\hbar c}{8\pi}.$$

The expression $3\alpha(0)\hbar c/(8\pi z^4)$ is thus the magnitude; the energy is negative. The two coefficients weight the transitions differently: $C_3$ contains $\sum_n|\mathbf D_{n0}|^2$, while $\alpha(0)=\frac23\sum_n|\mathbf D_{n0}|^2/\omega_n$ favours low excitation energies.

**Q:** Between the limits, could the true attraction exceed either law?

**A:** Not within this formula. Since $f(0)=1$ and $f'<0$ for $x>0$, replacing $f$ by 1 overestimates the integral, so $|U|<C_3/z^3$. Likewise $\alpha(i\xi)<\alpha(0)$ for $\xi>0$, so $|U|<C_4/z^4$. The limiting laws cross at $z_\times=C_4/C_3$, which marks the changeover but is not a sharp boundary.

**Q:** Put in an atom for which I can check the inputs.

**A:** Take nonrelativistic hydrogen with a fixed nucleus, where $\psi_0=e^{-r}/\sqrt\pi$. The radial averages are

$$\langle r^m\rangle=4\int_0^\infty r^{m+2}e^{-2r}dr=\frac{(m+2)!}{2^{m+1}}.$$

Thus $\langle D^2\rangle=\langle r^2\rangle=3$ and $C_3=3/12=0.25$ a.u.

For $\alpha(0)$ we need the function $\chi$ that solves $(H_{\rm atom}-E_0)\chi=z_e\psi_0$, where $z_e$ is the electron's coordinate along the normal, measured from the nucleus. Try $\chi=(1+r/2)z_e\psi_0$. Its radial part, multiplied by $r$, is proportional to $(r^2+r^3/2)e^{-r}$. The radial operator for angular momentum one is $-\frac12d^2/dr^2+1/r^2-1/r+\frac12$. It turns $r^2e^{-r}$ into $re^{-r}$, and $\frac12r^3e^{-r}$ into $(-r+r^2)e^{-r}$. The sum is $r^2e^{-r}$, as required. Hence

$$\alpha(0)=2\langle z_e\psi_0|\chi\rangle=2\left(\frac{\langle r^2\rangle}{3}+\frac{\langle r^3\rangle}{6}\right)=2\left(1+\frac{7.5}{6}\right)=4.5\ \text{a.u.}$$

The retarded coefficient is $C_4=3(4.5)(137.036)/(8\pi)=73.61$ a.u. In the units of the table, $C_3=1.008$ eV angstrom$^3$ and $C_4=157.07$ eV angstrom$^4$, so $z_\times=157.07/1.008=155.8$ angstrom. The full integral, with $\alpha(i\xi)$ from a basis of p states, gives:

| $z$ (angstrom) | $U$ (eV) | $-Uz^3/C_3$ | $-Uz^4/C_4$ |
|---:|---:|---:|---:|
| 20 | $-1.155\times10^{-4}$ | 0.9165 | 0.118 |
| 100 | $-6.813\times10^{-7}$ | 0.676 | 0.434 |
| 200 | $-6.308\times10^{-8}$ | 0.501 | 0.643 |
| 1000 | $-1.502\times10^{-10}$ | 0.149 | 0.956 |
| 10000 | $-1.570\times10^{-14}$ | 0.016 | 0.9995 |

At 1000 angstrom, for instance, the retarded law gives $-157.07/10^{12}=-1.571\times10^{-10}$ eV, and the factor 0.956 reduces its magnitude to $1.502\times10^{-10}$ eV. At the crossing itself the potential is 0.567 of either law, so neither is a good estimate there.

**Q:** At 20 angstrom you are far inside the crossing, yet the attraction is already 8 percent weaker than the short-distance law. Is that retardation, or is the atom too large to be a point dipole?

**A:** It is retardation. The first correction derived above predicts a ratio of 0.912, close to the 0.9165 of the full integral. Because this correction shrinks only linearly as $z$ decreases, it is still noticeable far inside the crossing.

The finite size can be estimated from the complete image energy of the nucleus and the electron:

$$V=-\frac1{4z}-\frac1{4(z+z_e)}+\frac1{\sqrt{\rho_e^2+(2z+z_e)^2}},$$

where $\rho_e$ is the electron's distance from the normal through the nucleus. Averaged over a spherical density, the last term becomes $1/(2z)$, apart from the exponentially small tail of the density that reaches the wall. Expanding the second term in $z_e/z$, with odd powers averaging to zero,

$$\langle V\rangle=-\frac{\langle z_e^2\rangle}{4z^3}-\frac{\langle z_e^4\rangle}{4z^5}-\cdots .$$

Here $\langle z_e^2\rangle=\langle r^2\rangle/3=1$, which gives $C_3=\frac14$ again without a sum over states. Also $\langle z_e^4\rangle=\langle r^4\rangle/5=4.5$, so the relative correction is $4.5/z^2$ with $z$ in atomic units. At 20 angstrom this is 0.00315; direct averaging of $V$ over the density within 30 a.u. of the nucleus, which does not reach the singularity of $V$ at the wall, gives an excess of 0.00317 over $C_3/z^3$. The finite size strengthens the image attraction by 0.3 percent, while retardation weakens the dipole result by about 8 percent. The 8 percent belongs to the perfect mirror. At this height $\hbar c/z$ is 99 eV, and 97 percent of the weakening comes from imaginary frequencies above 30 eV, where a real metal hardly reflects. For a free-electron (Drude) wall with a plasma energy of 9 to 15 eV, retardation at 20 angstrom lowers the attraction by only 1 to 2 percent relative to that wall's own short-distance law.

**Q:** Which of these results would survive in front of a real metal?

**A:** That depends on the distance, because the integral shows which frequencies matter. At short distance they extend through the atomic transition frequencies, which begin at 10.2 eV in hydrogen, and well beyond, because $\alpha(i\xi)$ falls only as $1/\xi^2$. The value $\langle D^2\rangle/12$ requires the wall to reflect perfectly throughout that range, which a real metal does not do. At long distance the frequencies needed reach only to about $c/z$, so the demand on the metal relaxes as $z$ grows, but slowly. Replacing perfect reflection by the reflection coefficients of a Drude metal with a plasma energy of 9 eV and a damping of 0.035 eV lowers $C_3$ for hydrogen to 0.34 of $\langle D^2\rangle/12$. The potential is then 0.37, 0.45, 0.76 and 0.96 of the tabulated values at 20, 100, 1000 and 10000 angstrom. A Drude model omits interband and core response, so these factors show the size of the effect and are not values for a particular metal.

Other assumptions also set limits. Thermal photons change the field strengths used here once $z$ approaches $\hbar c/k_BT$. For hydrogen before a perfect mirror at 300 K, the change is 0.2 percent at 1 micrometre, 4 percent at 3 micrometres and a factor 2.7 at 10 micrometres, where the $z^{-4}$ law has given way to $-k_BT\alpha(0)/(4z^3)$. For an excited atom some $\omega_n$ are negative, a pole then lies on the path of the frequency integral, and the rotation leaves an additional resonant term. Close to the wall the dipole expansion fails, and closer still the electron density overlaps the metal. The numerical output lists further distances and the checks quoted above.

## Computed results

```
speed of light: 137.0360 a.u.
hydrogen <D^2>: 3.000000 a.u.
hydrogen alpha(0): 4.500000 a.u.
first transition energy: 10.2043 eV
C3: 0.250000 a.u. = 1.00808 eV angstrom^3
C4: 73.6086 a.u. = 157.067 eV angstrom^4
crossing of limiting laws: 155.81 angstrom
U/U_short at crossing: 0.5666
z (angstrom), U (eV), U/U_short, U/U_long:
      20  -1.1549e-04  0.9165  0.1176
      50  -6.5380e-06  0.8107  0.2602
     100  -6.8127e-07  0.6758  0.4337
     200  -6.3078e-08  0.5006  0.6426
     500  -2.1879e-09  0.2713  0.8706
    1000  -1.5020e-10  0.1490  0.9563
    2000  -9.6958e-12  0.0769  0.9877
   10000  -1.5699e-14  0.0156  0.9995
20 angstrom, U/U_short with first retardation term: 0.9122
20 angstrom, full image energy/U_short: 1.00317
20 angstrom, leading finite-size term: 0.00315
unit dipole at z = 1 a.u., energies in a.u.:
  perpendicular: image -0.12501, transverse 0.12500
  parallel: image -0.06250, transverse 0.06250
mode-sum test distance: 145.03 angstrom
  real-frequency mode sum: -1.933355e-07 eV
  imaginary-frequency formula: -1.933356e-07 eV
electron number from first retardation term: 0.9993
U/U_long at z = 100000 a.u.: 0.999982
```
